# Pulse shape and exposure in irreversible coating of narrow holes

**Q:** I coat deep, narrow holes with a precursor that sticks irreversibly. I can deliver the same amount of pressure × time as a short strong pulse, a long weak one or a train of bursts. Should the strong pulse not drive the gas deeper?

**A:** Let us fix the model first. Take a long cylindrical hole of diameter $d$ and depth $L$ at fixed temperature $T$. The depth coordinate $z$ runs from the mouth, $z=0$, to a closed bottom, $z=L$, which takes up nothing. The pressure just at the mouth is $p_0(t)$, and inside it is $p(z,t)=n(z,t)kT$, with $n$ the number density. A fraction $\theta(z,t)$ of the $N_s$ sites per unit wall area is occupied. A molecule of mass $m$ that hits the wall is captured with probability $\beta_0(1-\theta)$ and never leaves; otherwise it is re-emitted. I take $\beta_0\ll1$, so that the gas is nearly uniform across the hole.

The wall is struck at the rate $n\bar v/4$ per unit area, where $\bar v=\sqrt{8kT/(\pi m)}$ is the mean speed. Putting $n=p/kT$ gives

$$\frac{n\bar v}{4}=\frac{p}{4kT}\sqrt{\frac{8kT}{\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .$$

The coverage therefore obeys

$$\theta_t=K(1-\theta)\,p,\qquad K=\frac{\beta_0}{N_s\sqrt{2\pi mkT}} .$$

Subscripts $t$, $z$ and, later, $x$ denote derivatives.

**Q:** And how does the gas move?

**A:** The mean free path is much longer than $d$, so molecules fly from wall to wall. Let $\chi$ be the angle between a flight and the hole axis, and $\alpha$ the angle, within the cross-section, between the flight's projection and the inward normal. Cosine emission weights a solid angle $\sin\chi\,d\chi\,d\alpha$ by the normal component $\sin\chi\cos\alpha$, divided by $\pi$. The projected chord is $d\cos\alpha$, so the path is $d\cos\alpha/\sin\chi$ and the axial jump is $\Delta z=d\cos\alpha\cos\chi/\sin\chi$. Hence

$$\langle\Delta z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\!\alpha\,d\alpha\int_0^\pi\!\cos^2\!\chi\,d\chi=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{2d^2}{3}.$$

The mean path is

$$\frac d\pi\int_{-\pi/2}^{\pi/2}\!\cos^2\!\alpha\,d\alpha\int_0^\pi\!\sin\chi\,d\chi=\frac d\pi\cdot\frac\pi2\cdot2=d .$$

Molecules leaving the wall have speeds distributed as $v f(v)$, where $f$ is the speed distribution in the gas. Their mean inverse speed is $\int f\,dv/\int vf\,dv=1/\bar v$, so a flight lasts $d/\bar v$ on average. I neglect the time spent on the wall between flights. Successive jumps are independent and have zero mean, so mean squares add, and

$$D=\frac{\langle\Delta z^2\rangle}{2\,d/\bar v}=\frac{d\bar v}{3}.$$

This $D$ does not contain the pressure, which will matter.

A slice of the hole has wall area $\pi d\,dz$ and volume $\pi d^2dz/4$, a ratio of $4/d$. Conservation of molecules gives

$$n_t=D\,n_{zz}-\frac4d N_s\theta_t .$$

**Q:** Where does the quasi-steady assumption enter?

**A:** It drops $n_t$: the gas stored in the hole is negligible compared with what the wall takes up. Multiply the remaining equation by $kT$ and insert $\theta_t$:

$$D\,p_{zz}=\frac4dN_skTK(1-\theta)p .$$

Since $N_sK=\beta_0/\sqrt{2\pi mkT}$ and $kT/\sqrt{2\pi mkT}=\bar v/4$, the coefficient on the right is $\beta_0\bar v/d$. Dividing by $D=d\bar v/3$ gives $3\beta_0/d^2$. With $x=z/L$,

$$p_{xx}=h^2(1-\theta)p,\qquad h^2=3\beta_0\left(\frac Ld\right)^2,$$

with $p=p_0$ at $x=0$ and $p_x=0$ at $x=1$.

At a given coverage profile this problem is linear in $p$. Its solution is

$$p(x,t)=p_0(t)\,G[\theta](x),$$

where $G$ solves the same problem with mouth value 1. A stronger pulse raises the pressure by the same factor at every depth. It does not change the pressure profile relative to the mouth.

**Q:** It still raises the pressure at the bottom. Why is that not deeper penetration?

**A:** Because it also speeds up the filling near the mouth by the same factor. Insert the solution into the rate law:

$$\theta_t=p_0(t)\,K(1-\theta)\,G[\theta].$$

Now define the running exposure $E(t)=\int_0^tp_0(t')\,dt'$, so that $dE=p_0\,dt$. While $p_0>0$ we may divide by it:

$$\frac{\partial\theta}{\partial E}=K(1-\theta)\,G[\theta].$$

Time has disappeared. From a given initial profile, the coverage moves along one fixed sequence of profiles labelled by $E$. The mouth pressure sets the speed along that sequence. When $p_0=0$ the quasi-steady gas pressure is zero everywhere and the motion stops, so pauses do nothing.

In this model, then, equal exposures give equal coverages, at the end and also at each equal value of the running exposure. Nothing in the argument requires a bare or uniform start, provided that the pulses compared begin from the same profile.

**Q:** Can you give me a picture of that without the functional $G$?

**A:** Take the limit of a sharp front: the wall is full down to depth $z_f$ and bare beyond, and all gas reaching the front is captured there. In the full part $p_{zz}=0$, so the pressure falls linearly from $p_0$ to nearly zero, and the molecular flux is $Dp_0/(kTz_f)$. Advancing the front by $dz_f$ fills $(4/d)N_s\,dz_f$ sites per unit cross-section. Therefore

$$\frac4dN_s\frac{dz_f}{dt}=\frac{Dp_0}{kTz_f}
\quad\Rightarrow\quad z_f\,dz_f=\frac{Dd}{4N_skT}\,p_0\,dt .$$

Integrating from $z_f=0$ gives

$$z_f^2=\frac{Dd}{2N_skT}\,E .$$

Doubling the pressure doubles the front speed at each position, and half the time is needed. In this limit $\beta_0$ drops out.

**Q:** A real hole does fill with gas and empty again. Does pulse shape come back once you restore that storage?

**A:** During the pulse, yes. After the purge, no. Quasi-steadiness is a stronger condition than the final coverage needs.

Define the local dose $u(z,t)=K\int_0^tp(z,t')\,dt'$. For a bare start the rate law reads $\theta_t/(1-\theta)=u_t$, which integrates to

$$-\ln(1-\theta)=u,\qquad \theta=1-e^{-u}.$$

Now integrate the full gas balance over time, starting from an empty hole:

$$n=D\,\partial_{zz}\!\int_0^t n\,dt'-\frac4dN_s\theta .$$

Multiply by $kTK$. On the left $kTKn=Kp=u_t$, and the integral becomes $u$. Dividing by $D$, using $z=Lx$ and the coefficient found earlier, we get

$$u_{xx}=h^2(1-e^{-u})+\frac{L^2}{D}u_t .$$

The last term is the stored gas. Once the purge has emptied the hole, $p=0$ and hence $u_t=0$. What remains is

$$u_{xx}=h^2(1-e^{-u}),\qquad u(0)=U=KE,\qquad u_x(1)=0,$$

where $E$ is now the total exposure. No other property of the pulse appears.

**Q:** Could that nonlinear equation have two solutions, with the pulse shape choosing between them?

**A:** No. Let $w=u_1-u_2$ be the difference of two solutions. Because $1-e^{-u}$ increases with $u$, the difference of the right-hand sides can be written $c(x)w$ with $c\ge0$, so $w_{xx}=c\,w$. Multiply by $w$ and integrate by parts:

$$\big[w\,w_x\big]_0^1=\int_0^1\left(w_x^2+c\,w^2\right)dx .$$

The left side vanishes because $w(0)=0$ and $w_x(1)=0$. The integrand is nonnegative, so $w_x=0$ throughout and $w=0$.

Physically, storage delays the arrival of gas when the pulse starts and leaves gas behind when it ends. The time integral of $n_t$ is zero if the hole is empty at both times, so the two effects cancel in the final dose at each depth.

**Q:** How much coverage do I get for a given exposure?

**A:** Multiply the final equation by $u_x$. Both sides are then derivatives:

$$\left(\tfrac12u_x^2\right)_x=h^2\left(u+e^{-u}\right)_x .$$

Integrate from $x$ to the bottom, where $u_x=0$ and $u=u_L$:

$$u_x^2=2h^2\left[u-u_L+e^{-u}-e^{-u_L}\right].$$

The mean coverage follows from the equation itself:

$$\bar\theta=\int_0^1(1-e^{-u})\,dx=\frac1{h^2}\int_0^1u_{xx}\,dx=-\frac{u_x(0)}{h^2}.$$

The dose decreases with depth, because $u_{xx}\ge0$ and $u_x(1)=0$ make $u_x\le0$. We therefore take the negative root for $u_x$:

$$\bar\theta=\frac1h\sqrt{2\left[U-u_L+e^{-U}-e^{-u_L}\right]} .$$

If the bottom is still nearly bare, $u_L\to0$, and if $U\gg1$, this becomes $\bar\theta\simeq\sqrt{2(U-1)}/h$. For very large $U$, in a hole deep enough that the bottom stays bare, it approaches the sharp-front result $\sqrt{2U}/h=z_f/L$.

The opposite limit is a weak exposure, $U\ll1$. Then $1-e^{-u}\simeq u$, so $u_{xx}=h^2u$ and

$$u=U\,\frac{\cosh[h(1-x)]}{\cosh h},\qquad \bar\theta\simeq U\,\frac{\tanh h}{h}.$$

Coverage is then proportional to exposure, because few sites have been lost. Once a front has formed, and until it nears the bottom, coverage grows roughly as the square root of exposure, because new molecules must cross the part already filled.

**Q:** Please put numbers in.

**A:** Take $d=100$ nm, $L=5$ µm, $T=500$ K, a molecular mass of 72 u, $\beta_0=0.01$ and 4 sites per nm². The exposure is 3 mTorr s, or 0.400 Pa s. The mean speed is 383.4 m/s, so

$$D=\frac{(10^{-7}\,\mathrm m)(383.4\,\mathrm{m/s})}{3}=1.278\times10^{-5}\,\mathrm{m^2/s}=0.1278\,\mathrm{cm^2/s}.$$

The aspect ratio is 50, hence $h^2=3(0.01)(50)^2=75$ and $h=8.66$. With $1/\sqrt{2\pi mkT}=\bar v/(4kT)$ and $kT=6.903\times10^{-21}$ J,

$$U=\frac{\beta_0\bar vE}{4N_skT}=\frac{(0.01)(383.4)(0.400)}{4(4\times10^{18})(6.903\times10^{-21})}=13.9 .$$

The bottom dose from the full solution is $u_L=0.037$, so the bare-bottom formula applies:

$$\bar\theta\simeq\frac{\sqrt{2(13.885-1)}}{8.660}=0.586 .$$

I also stepped the original quasi-steady balances in real time for five pulses of equal exposure:

| Pulse | Length (ms) | Peak (Torr) | Mean coverage |
|---|---:|---:|---:|
| Rectangle | 30 | 0.10 | 0.586 |
| Weak, long | 300 | 0.01 | 0.586 |
| Rising ramp | 30 | 0.20 | 0.586 |
| Uneven bursts | 105 | 0.30 | 0.586 |
| Exponential tail | 100 | 0.30 | 0.586 |

At no depth do the five coverages differ by more than $10^{-10}$. Their largest difference from the time-free equation is about $6\times10^{-6}$. Half coverage lies at 2.84 µm in every case.

The running-exposure claim was tested too. The first burst delivers 1.5 mTorr s in 5 ms at 0.3 Torr; the rectangle needs 15 ms at 0.1 Torr. The two profiles agree at that point, and the mean coverage there is 0.398.

**Q:** How sharp is the edge of the film?

**A:** It is not a step. In the diffusion model the coverage is 0.999 at 1 µm, 0.90 at 2 µm, 0.42 at 3 µm, 0.10 at 4 µm and 0.036 at the bottom. Where $u$ is small, the equation $u_{xx}=h^2u$ sets the length scale $L/h=0.58$ µm. That is nearly six diameters, so a diffusion description is reasonable, though the calculated depths and mean coverages can be off by several percent. The coverage at a fixed depth can be off by more: following individual wall-to-wall flights gives 0.35 instead of 0.42 at 3 µm, and 0.046 instead of 0.036 at the bottom.

Near the closed bottom the same linear equation gives $u=u_L\cosh[h(1-x)]$. At 4 µm this is $0.037\cosh(1.73)=0.108$, while the printed coverage of 0.1004 corresponds to $u=-\ln(1-0.1004)=0.106$. The sharp-front formula gives $z_f=L\sqrt{2U}/h=3.04$ µm, about 4% more than the equivalent fully covered length $\bar\theta L=2.93$ µm.

Doubling the exposure to 6 mTorr s raises the mean coverage to 0.844 and moves half coverage to 4.21 µm. The gain in mean coverage is a factor 1.44, not 2.

**Q:** When would I actually see the stored gas?

**A:** Compare the gas with the sites. Per unit length, the number of molecules in the hole divided by the number of wall sites is $nd/(4N_s)$. At 0.3 Torr in the example it is $3.6\times10^{-5}$. The diffusion time $L^2/D$ is 2.0 µs, against pulses of tens of milliseconds. Apart from brief transients after a sudden change of pressure, the quasi-steady equation is well justified here.

To make storage visible, cut both the site density and the exposure by a factor of 1000. Then $U$ and $h$ are unchanged, and so is the predicted final profile. With storage included, two rectangular pulses of 3 µTorr s give:

- 3 µs at 1 Torr: mean coverage 0.573 at pulse end and 0.586 after the purge;
- 30 µs at 0.1 Torr: 0.585 at pulse end and 0.586 after the purge.

After the purge the profiles differ by at most $10^{-8}$. At the end of the short pulse the hole holds 0.037 molecules per site, yet coverage then rises by only 0.014. So a little over a third of the stored gas sticks during the purge, and the rest leaves through the mouth.

The gas stored in the hole needs no separate term in $E$. The falling tail of the mouth pressure, however, must be included, because $E$ is the integral of $p_0$ over the whole time that precursor is present at the mouth. The valve-open time multiplied by a nominal pressure is not the same quantity.

**Q:** What would break the rule?

**A:** Desorption does, because it has its own clock. If occupied sites empty at a rate $k_d$, the coverage equation gains a term $-k_d\theta$. Dividing by $p_0$ to pass from $t$ to $E$ leaves $-k_d\theta/p_0$, so the pressure no longer drops out. The released molecules also feed the gas even when the mouth pressure is zero.

As an illustration I chose $k_d=1$ s⁻¹ and read two cases 300 ms after the start: the 30 ms rectangle followed by 270 ms of purge, and the 300 ms weak pulse. The mouth coverages are 0.762 and 0.979; the means are 0.525 and 0.576. The mouth values can be traced by hand. There the adsorption rate is $r=Kp_0=U/t_p$ for a pulse of length $t_p$, and the coverage settles at $r/(r+k_d)$. For the weak pulse $r=13.9/0.3=46$ s⁻¹, giving 0.979. For the rectangle $r=463$ s⁻¹, giving 0.998, which then decays by $e^{-0.27}=0.763$ to 0.762.

Collisions between molecules also break the rule, since they make $D$ depend on pressure and $p$ is then no longer proportional to $p_0$. With a rough molecular diameter of 0.6 nm, the mean free path at 0.3 Torr is about 1080 hole diameters. I estimated the effect by dividing $D$ by $1+d/\lambda$, with the mean free path $\lambda$ taken at the mouth pressure throughout the hole. This is only an order-of-magnitude estimate. Using the mouth pressure overstates the collisions, because the pressure falls with depth, while the simple factor omits the cutting short of long axial flights, a term that grows as $\ln(\lambda/d)$. The mean coverages after the bursts and after the weak pulse then differ by $1.5\times10^{-4}$.

**Q:** And the less ideal ends of the hole?

**A:** They can change the profile without bringing back the pulse shape, as long as they are linear in the gas density at a given coverage. Take the mouth resistance. If the density outside is $n_r$, the inward one-way flux is $n_r\bar v/4$. Just inside, in the diffusion approximation, it is $n\bar v/4+J/2$, where $J$ is the net inward flux. Equating them gives $n_r=n+2J/\bar v$, and with $J=-Dn_z$ and $D=d\bar v/3$,

$$n_r=n-\frac{2d}{3}\,n_z\qquad(z=0).$$

Integrated over time, this fixes a combination of $u$ and $u_x$ at the mouth by the exposure outside. Pulse shape is still absent. Half coverage moves from 2.84 to 2.77 µm, about 2%. Following the individual wall-to-wall flights instead of using diffusion puts it near 2.70 µm, about 5% shallower than the first figure. Those flights are also linear in the gas density, so the pulse-shape rule survives.

A bottom that adsorbs like the walls has 0.5% of their area. At this exposure it leaves the half-coverage depth unchanged to the digits printed in the numerical output.

**Q:** Can I use this for alumina deposition from trimethylaluminium?

**A:** The example lies roughly in that regime: the mass is that of the molecule, while the temperature, sticking probability and site density are rough, typical-order values. The depth is correspondingly rough. Reported sticking probabilities for this precursor reach down to about $10^{-3}$. With $\beta_0=10^{-3}$ and the same exposure, $U=1.39$, the mouth coverage is only 0.75, the mean coverage is 0.40, half coverage lies at 1.54 µm, and the bare-bottom formula no longer applies. The pulse-shape rule is unaffected. The model also describes only the precursor half-cycle; the water step has its own kinetics. With 20% more sites, for instance, $U$ falls to 11.6 and the bare-bottom formula lowers $\bar\theta$ by about 9%. A film of roughly 0.1 nm per cycle narrows this hole by 0.2%, which is small for one cycle but accumulates over many.

The assumption most open to doubt is perfectly irreversible Langmuir adsorption. Real surfaces may have sites that react at different rates. That alone changes the profile but not the pulse-shape rule, as long as every site captures irreversibly and at a rate proportional to the pressure. A dilute, weakly bound state that blocks no sites and only feeds irreversible capture acts as extra storage: once the purge has emptied it, the final profile again depends only on $E$. The rule does break if such molecules block sites, or if the occupied sites themselves desorb. The desorption case illustrates the latter: at the chosen 1 s⁻¹, the mean coverage after the rectangle and purge is 10% below the irreversible value. That rate is not a measured property of this precursor.

A carrier gas at constant total pressure need not spoil the rule if the precursor is dilute, since $D$ is then nearly constant in time. At 1 Torr, with the same rough collision size, the mean free path is still about 320 diameters.

You may therefore exchange pressure for time at fixed exposure if temperature and initial surface are the same, adsorption is irreversible and linear in pressure, no slower surface reaction opens or closes sites during the exposure, and collisions in the hole are rare. Measure the exposure at the mouth, and compare coverages after the gas has gone.

## Values computed for the example and the checks

```
hole: diameter 100 nm, depth 5.0 um
temperature 500 K, mass 72 u
beta0 0.01, sites 4.0 per nm2
exposure 3.00 mTorr s = 0.400 Pa s
mean speed 383.4 m/s
mean square jump / d^2: 0.66667
D: formula 0.1278, flights 0.1278 cm2/s
h^2 = 75.00, h = 8.660, mouth dose U = 13.885
front width scale L/h = 0.577 um
pulse: length ms, peak Torr, mean coverage, half-coverage depth um
  rectangle    30.0  0.100 0.58617 2.8388
  weak long   300.0  0.010 0.58617 2.8388
  ramp         30.0  0.200 0.58617 2.8388
  bursts      105.0  0.300 0.58617 2.8388
  exp. tail   100.0  0.300 0.58617 2.8388
largest coverage difference between pulses 6.2e-11
largest difference from time-free law 6.1e-06
same, between pulses, non-uniform start 5.2e-12
time-free law, coverage at depth:
  1.0 um: 0.9986
  2.0 um: 0.8977
  2.5 um: 0.6846
  3.0 um: 0.4163
  4.0 um: 0.1004
  5.0 um: 0.0363
exposure mTorr s, mean coverage, half-coverage depth um
  1.50 0.3981 1.898
  3.00 0.5862 2.839
  6.00 0.8439 4.213
bottom dose u_L 0.0370
mean coverage: first integral 0.58617, simple 0.58618
sparse sites 0.0040 per nm2, 3.00 uTorr s
  3 us at 1 Torr: mean at pulse end 0.5726, after purge 0.58617
  30 us at 0.1 Torr: mean at pulse end 0.5848, after purge 0.58617
  gas per site at pulse end: 0.0371 and 0.0038
  largest difference after purge 9.8e-09
desorption 1.0 per s, both read at 300 ms, rectangle / weak long:
  mouth coverage 0.7617 / 0.9789
  mean coverage 0.5252 / 0.5757
  largest coverage difference 0.217
diffusion time L^2/D 1.96 us
gas per site at 0.3 Torr 3.6e-05
mean free path / diameter at 0.3 Torr 1079
collisions: mean coverage, bursts vs weak long, differs 1.5e-04
half depth: plain 2.839, mouth resistance 2.773 um
half depth with adsorbing bottom 2.8388 um
bottom area / side area 0.0050
narrowing by a 0.1 nm film 0.20 %
```
